# Elastic Constants of a Bravais Lattice from the Method of Long Waves: a numerical check

```python
"""Elastic constants of a Bravais lattice from second moments of force constants.

Result under test, for a stress-free lattice with cell volume Omega:
    [ab,cd]  = -(1/(2 Omega)) sum_R Phi_ab(R) R_c R_d
    C_abcd   = [ac,bd] + [bc,ad] - [cd,ab]
    rho w^2 e_a = C_acbd q_c q_d e_b     (Christoffel equation, small q)
With initial stress S:
    [ab,cd] = (C_acbd + C_adbc)/2 + delta_ab S_cd
Phi: force constants, R: lattice vectors, C: second derivatives of the energy
density with respect to finite (Lagrangian) strain, rho: mass density.

Model: fcc lattice, energy per atom = sum_R A exp(-p(R/r0-1)) - sqrt(n),
n = sum_R f(R), f(R) = xi^2 exp(-2s(R/r0-1)), R over two neighbour shells.
Internal units: eV, angstrom, atomic mass unit.
"""
from collections import defaultdict
from itertools import product
import numpy as np
from scipy.constants import e as charge, atomic_mass
from scipy.optimize import brentq

A, XI, P_REP, S_BAND, R0, MASS = 0.1, 1.2, 10.0, 3.0, 2.9, 100.0
GPA = charge * 1e30 / 1e9            # eV/angstrom^3 to GPa
SPEED2 = charge / atomic_mass        # eV/u to m^2/s^2
I3 = np.eye(3)
# Neighbours in integer coordinates; position = integers @ frame
BONDS = np.array([n for n in product(range(-2, 3), repeat=3)
                  if sum(n) % 2 == 0 and 0 < np.dot(n, n) <= 4])
assert len(BONDS) == 18


def atom_energy(r):
    repulsion = A * np.exp(-P_REP * (r / R0 - 1))
    density = XI**2 * np.exp(-2 * S_BAND * (r / R0 - 1))
    return repulsion.sum(axis=-1) - np.sqrt(density.sum(axis=-1))


def cell_volume(frame):
    return 2 * abs(np.linalg.det(frame))


def energy_density(eta, frame):
    x = BONDS @ frame
    r = np.sqrt(np.einsum('ni,ij,nj->n', x, I3 + 2 * eta, x))
    return atom_energy(r) / cell_volume(frame)


def unit_strain(a, b):
    return 0.5 * (np.outer(I3[a], I3[b]) + np.outer(I3[b], I3[a]))


def derivative(function, h=2e-3):
    coarse = (function(h) - function(-h)) / (2 * h)
    fine = (function(h / 2) - function(-h / 2)) / h
    return (4 * fine - coarse) / 3


def stress(frame):
    result = np.zeros((3, 3))
    for a, b in product(range(3), repeat=2):
        strain = unit_strain(a, b)
        result[a, b] = derivative(
            lambda t: energy_density(t * strain, frame))
    return result


def strain_constants(frame):
    """Second strain derivatives of the energy density, by differences."""
    result = np.zeros((3, 3, 3, 3))
    for a, b, c, d in product(range(3), repeat=4):
        s1, s2 = unit_strain(a, b), unit_strain(c, d)

        def mixed(h):
            return sum(i * j * energy_density(h * (i * s1 + j * s2), frame)
                       for i in (1, -1) for j in (1, -1)) / (4 * h * h)
        result[a, b, c, d] = (4 * mixed(1e-3) - mixed(2e-3)) / 3
    return result


def embedding(frame):
    """Bond lengths, density f and f', and F', F'' for F(n) = -sqrt(n)."""
    r = np.linalg.norm(BONDS @ frame, axis=1)
    f = XI**2 * np.exp(-2 * S_BAND * (r / R0 - 1))
    n = f.sum()
    return r, f, -2 * S_BAND / R0 * f, -0.5 / np.sqrt(n), 0.25 / n**1.5


def force_constants(frame):
    r, f, f1, big_f1, big_f2 = embedding(frame)
    f2 = (2 * S_BAND / R0)**2 * f
    v = 2 * A * np.exp(-P_REP * (r / R0 - 1))
    slope = -P_REP / R0 * v + 2 * big_f1 * f1
    curvature = (P_REP / R0)**2 * v + 2 * big_f1 * f2
    unit = (BONDS @ frame) / r[:, None]
    gradient = f1[:, None] * unit
    phi = defaultdict(lambda: np.zeros((3, 3)))
    for i, n in enumerate(BONDS):
        tangent = slope[i] / r[i]
        phi[tuple(n)] -= ((curvature[i] - tangent)
                          * np.outer(unit[i], unit[i]) + tangent * I3)
        for j, m in enumerate(BONDS):    # coupling through a shared neighbour
            phi[tuple(n + m)] -= big_f2 * np.outer(gradient[i], gradient[j])
    phi[(0, 0, 0)] = np.zeros((3, 3))
    phi[(0, 0, 0)] = -sum(phi.values())  # translation invariance
    return np.array(list(phi.keys())), np.array(list(phi.values()))


def moments(sites, phi, frame):
    x = sites @ frame
    return -np.einsum('nab,nc,nd->abcd', phi, x, x) / (2 * cell_volume(frame))


def invert(m):
    return (np.einsum('acbd->abcd', m) + np.einsum('bcad->abcd', m)
            - np.einsum('cdab->abcd', m))


def cubic(c):
    return np.array([c[0, 0, 0, 0], c[0, 0, 1, 1], c[1, 2, 1, 2]])


def check_force_constants(sites, phi, frame, h=5e-4):
    """Compare every Phi with energy differences of displaced atoms."""
    worst = 0.0
    for target, matrix in zip(sites, phi):
        atoms = np.unique(np.vstack([BONDS, BONDS + target,
                                     [0 * target], [target]]), axis=0)
        ends = atoms[:, None] + BONDS

        def change(site):
            return (np.all(ends == site, axis=-1).astype(float)
                    - np.all(atoms == site, axis=-1)[:, None])[..., None]
        move0, move1 = change(0 * target), change(target)
        for a, b in product(range(3), repeat=2):
            total = 0.0
            for i, j in product((1, -1), repeat=2):
                x = (BONDS @ frame + i * h * move0 * I3[a]
                     + j * h * move1 * I3[b])
                total += i * j * atom_energy(np.linalg.norm(x, axis=-1)).sum()
            worst = max(worst, abs(total / (4 * h * h) - matrix[a, b]))
    return worst


# Stress-free fcc lattice
lattice = brentq(lambda a: stress(a / 2 * I3)[0, 0], 3.7, 4.4, xtol=1e-11)
frame = lattice / 2 * I3
volume = cell_volume(frame)
assert np.max(np.abs(stress(frame))) < 1e-8
sites, phi = force_constants(frame)
positions = sites @ frame
m = moments(sites, phi, frame)
c_moment, c_strain = invert(m), strain_constants(frame)
error_free = np.max(np.abs(c_moment - c_strain))
assert error_free < 1e-6
c11, c12, c44 = cubic(c_moment)
assert np.allclose([c11, c12, c44],
                   [m[0, 0, 0, 0], 2 * m[0, 1, 0, 1] - m[0, 0, 1, 1],
                    m[0, 0, 1, 1]], atol=1e-10)
assert c44 > 0 and c11 > c12 and c11 + 2 * c12 > 0

# Cauchy discrepancy: strain derivatives against embedding curvature
r, f, f1, big_f1, big_f2 = embedding(frame)
g_sum = np.sum(r * f1) / 3
cauchy = big_f2 * g_sum**2 / volume
strain_cubic = cubic(c_strain)
assert abs(strain_cubic[1] - strain_cubic[2] - cauchy) < 1e-6


# Long waves: dynamical matrix against strain-derivative constants
def dynamical(q):
    return np.einsum('n,nab->ab', np.cos(positions @ q), phi) / MASS


def christoffel(direction):
    return np.einsum('acbd,c,d->ab', c_strain, direction, direction)


rng = np.random.default_rng(1)
for q in rng.uniform(-1.6, 1.6, (200, 3)):
    assert np.linalg.eigvalsh(dynamical(q))[0] > 0
generic = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
matrix_errors = []
for q in (0.1, 0.05):
    reduced = dynamical(q * generic) * MASS / volume / q**2
    matrix_errors.append(np.linalg.norm(reduced - christoffel(generic))
                         / np.linalg.norm(christoffel(generic)))
error_ratio = matrix_errors[0] / matrix_errors[1]
assert matrix_errors[1] < 3e-3 and abs(error_ratio - 4) < 0.1
diagonal = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
rho_v2 = np.linalg.eigvalsh(christoffel(diagonal))
closed = np.sort([(c11 - c12) / 2, c44, (c11 + c12 + 2 * c44) / 2])
assert np.allclose(rho_v2, closed, atol=2e-6)
speeds = np.sqrt(rho_v2 * volume / MASS * SPEED2)

# Triclinic, anisotropically stressed lattice: all tensor components
deform = I3 + np.array([[0.02, 0.01, 0.0], [0.0, -0.01, 0.015],
                        [0.005, 0.0, 0.01]])
frame_t = frame @ deform.T
sites_t, phi_t = force_constants(frame_t)
error_phi = check_force_constants(sites_t, phi_t, frame_t)
assert error_phi < 5e-5                  # finite-difference truncation
m_t, s_t, c_t = (moments(sites_t, phi_t, frame_t), stress(frame_t),
                 strain_constants(frame_t))
stress_part = np.einsum('ab,cd->abcd', I3, s_t)
relation = 0.5 * (np.einsum('acbd->abcd', c_t)
                  + np.einsum('adbc->abcd', c_t)) + stress_part
error_relation = np.max(np.abs(m_t - relation))
assert error_relation < 1e-6
error_inverse = np.max(np.abs(invert(m_t - stress_part) - c_t))
assert error_inverse < 2e-6
huang = m_t - np.einsum('cdab->abcd', m_t)
expected = stress_part - np.einsum('cdab->abcd', stress_part)
assert np.max(np.abs(huang)) > 1e-3
assert np.max(np.abs(huang - expected)) < 2e-6

# Hydrostatic pressure: inversion against directly differentiated stress
frame_p = 0.99 * frame
pressure = -np.trace(stress(frame_p)) / 3
c_p = strain_constants(frame_p)
inverted_p = invert(moments(*force_constants(frame_p), frame_p))
response = np.zeros((3, 3, 3, 3))
for c, d in product(range(3), repeat=2):
    strain = unit_strain(c, d)
    response[:, :, c, d] = derivative(
        lambda t: stress(frame_p @ (I3 + t * strain)))
assert np.max(np.abs(inverted_p - response)) < 2e-6
shift = pressure * np.array([-1, 1, -1])
assert np.allclose(cubic(response), cubic(c_p) + shift, atol=2e-6)
assert pressure > 1e-3

print(f"repulsion A = {A} eV, p = {P_REP}; band xi = {XI} eV, s = {S_BAND}")
print(f"reference distance r0 = {R0} angstrom, mass M = {MASS} u")
print(f"stress-free lattice parameter a = {lattice:.5f} angstrom")
print(f"cell volume = {volume:.4f} angstrom^3")
print(f"density = {MASS * atomic_mass / volume * 1e30:.1f} kg/m^3")
lookup = {tuple(n): k for n, k in zip(sites, phi)}
near, second = lookup[(1, 1, 0)], lookup[(2, 0, 0)]
print("Phi at (a/2)(1,1,0), eV/angstrom^2: xx, xy, zz =",
      f"{near[0, 0]:.5f}, {near[0, 1]:.5f}, {near[2, 2]:.5f}")
print("Phi at a(1,0,0), eV/angstrom^2: xx, yy =",
      f"{second[0, 0]:.5f}, {second[1, 1]:.5f}")
print("Phi at R=0, eV/angstrom^2: xx =", f"{lookup[(0, 0, 0)][0, 0]:.5f}")
print("shell: R/a, atoms, parts of [11,11], [11,22], [12,12] in GPa")
norms = np.sum(sites**2, axis=1)
for shell in np.unique(norms[norms > 0]):
    pick = norms == shell
    part = moments(sites[pick], phi[pick], frame) * GPA
    print(f"  {np.sqrt(shell) / 2:.4f} {pick.sum():3d} {part[0, 0, 0, 0]:9.3f}"
          f" {part[0, 0, 1, 1]:9.3f} {part[0, 1, 0, 1]:9.3f}")
print(f"sum [11,11], [11,22], [12,12] = {m[0, 0, 0, 0] * GPA:.3f}, "
      f"{m[0, 0, 1, 1] * GPA:.3f}, {m[0, 1, 0, 1] * GPA:.3f} GPa")
print("c11, c12, c44 from moments =",
      ", ".join(f"{x * GPA:.3f}" for x in (c11, c12, c44)), "GPa")
print("c11, c12, c44 from strain energy =",
      ", ".join(f"{x * GPA:.3f}" for x in strain_cubic), "GPa")
print(f"largest difference, all components = {error_free * GPA:.1e} GPa")
print(f"embedding curvature F'' = {big_f2:.6f} 1/eV^3")
print(f"G = {g_sum:.4f} eV^2")
print(f"F'' G^2/volume = {cauchy * GPA:.3f} GPa")
print(f"c12 - c44 from strain energy = "
      f"{(strain_cubic[1] - strain_cubic[2]) * GPA:.3f} GPa")
print("[110] rho v^2, ascending =",
      ", ".join(f"{x * GPA:.3f}" for x in rho_v2), "GPa")
print("[110] Christoffel speeds =",
      ", ".join(f"{x:.1f}" for x in speeds), "m/s")
for q in (0.4, 0.2, 0.1, 0.05):
    values = np.linalg.eigvalsh(dynamical(q * diagonal)) / q**2
    print(f"[110] omega/q at q = {q} 1/angstrom:",
          ", ".join(f"{x:.1f}" for x in np.sqrt(values * SPEED2)), "m/s")
print("[123] relative matrix error at q = 0.1, 0.05 1/angstrom =",
      ", ".join(f"{x:.3e}" for x in matrix_errors))
print(f"ratio of these errors = {error_ratio:.3f}")
print(f"triclinic: largest force-constant error = {error_phi:.1e} "
      "eV/angstrom^2")
print("triclinic: stress xx, yy, zz =",
      ", ".join(f"{s_t[i, i] * GPA:.3f}" for i in range(3)), "GPa")
print("triclinic: stress yz, xz, xy =",
      ", ".join(f"{s_t[i, j] * GPA:.3f}"
                for i, j in ((1, 2), (0, 2), (0, 1))), "GPa")
print(f"triclinic: largest Huang difference = "
      f"{np.max(np.abs(huang)) * GPA:.3f} GPa")
print(f"triclinic: moment-relation error = {error_relation * GPA:.1e} GPa")
print(f"triclinic: inversion error = {error_inverse * GPA:.1e} GPa")
print(f"a shortened by 1%: pressure = {pressure * GPA:.3f} GPa")
for label, tensor in (("strain-energy C", c_p), ("moment inversion", inverted_p),
                      ("stress-strain B", response)):
    print(f"  {label} 11, 12, 44 =",
          ", ".join(f"{x * GPA:.3f}" for x in cubic(tensor)), "GPa")
print("all tests passed")
```

It prints:

```
repulsion A = 0.1 eV, p = 10.0; band xi = 1.2 eV, s = 3.0
reference distance r0 = 2.9 angstrom, mass M = 100.0 u
stress-free lattice parameter a = 4.06341 angstrom
cell volume = 16.7731 angstrom^3
density = 9900.0 kg/m^3
Phi at (a/2)(1,1,0), eV/angstrom^2: xx, xy, zz = -0.54779, -0.59687, 0.07173
Phi at a(1,0,0), eV/angstrom^2: xx, yy = 0.02454, 0.01777
Phi at R=0, eV/angstrom^2: xx = 4.36241
shell: R/a, atoms, parts of [11,11], [11,22], [12,12] in GPa
  0.7071  12    86.395    37.541    47.069
  1.0000   6    -3.870    -2.802    -0.000
  1.2247  24    18.820     4.705    12.897
  1.4142  12     9.410     4.705     4.773
  1.5811  24     5.104     0.284     0.851
  2.0000   6     0.137    -0.000    -0.000
sum [11,11], [11,22], [12,12] = 115.996, 44.433, 65.589 GPa
c11, c12, c44 from moments = 115.996, 86.746, 44.433 GPa
c11, c12, c44 from strain energy = 115.996, 86.746, 44.433 GPa
largest difference, all components = 1.6e-07 GPa
embedding curvature F'' = 0.003009 1/eV^3
G = -38.3698 eV^2
F'' G^2/volume = 42.314 GPa
c12 - c44 from strain energy = 42.314 GPa
[110] rho v^2, ascending = 14.625, 44.433, 145.804 GPa
[110] Christoffel speeds = 1215.4, 2118.5, 3837.7 m/s
[110] omega/q at q = 0.4 1/angstrom: 1220.4, 2087.7, 3566.9 m/s
[110] omega/q at q = 0.2 1/angstrom: 1216.9, 2110.8, 3767.3 m/s
[110] omega/q at q = 0.1 1/angstrom: 1215.8, 2116.6, 3819.9 m/s
[110] omega/q at q = 0.05 1/angstrom: 1215.5, 2118.0, 3833.2 m/s
[123] relative matrix error at q = 0.1, 0.05 1/angstrom = 8.335e-03, 2.092e-03
ratio of these errors = 3.984
triclinic: largest force-constant error = 2.3e-06 eV/angstrom^2
triclinic: stress xx, yy, zz = 2.136, 1.337, 1.791 GPa
triclinic: stress yz, xz, xy = 0.656, 0.182, 0.412 GPa
triclinic: largest Huang difference = 0.800 GPa
triclinic: moment-relation error = 1.6e-07 GPa
triclinic: inversion error = 1.6e-07 GPa
a shortened by 1%: pressure = 3.153 GPa
  strain-energy C 11, 12, 44 = 138.071, 98.832, 54.744 GPa
  moment inversion 11, 12, 44 = 134.918, 101.985, 51.591 GPa
  stress-strain B 11, 12, 44 = 134.918, 101.985, 51.591 GPa
all tests passed
```
